# Banded Sturmian matrices of r cos θ and the gradient

## First half: the radial bands

### The lowest state as a special case

Take the spherically symmetric function $e^{-\kappa r}$, where $\kappa>0$ is an inverse length, and put $x=2\kappa r$. Multiplying it by $r\cos\theta$ gives a function with $l=1$. We want the overlaps of this function with a set of $l=1$ functions that decay with the same exponent.

The reduced radial function, which is $r$ times the radial function, is here, up to a constant factor,

$$S_{10}=x\,e^{-x/2}.$$

For $l=1$ choose

$$S_{n'1}=C_{n'1}\,x^2e^{-x/2}L^{3}_{n'-2}(x),\qquad n'=2,3,\dots,$$

where the $L^3_k$ are Laguerre polynomials, orthogonal with the weight $x^3e^{-x}$. The radial integral of $r$ is then proportional to

$$\int_0^\infty x\,S_{n'1}S_{10}\,dx=C_{n'1}\int_0^\infty x^3e^{-x}\,L^3_{n'-2}(x)\;x\,dx .$$

Since $L^3_0=1$ and $L^3_1=4-x$, the last factor is $x=4L^3_0-L^3_1$. Orthogonality leaves only $n'=2$ and $n'=3$. The squared norms of $L_0^3$ and $L_1^3$ are $3!=6$ and $4!=24$. With $C_{21}=1/\sqrt6$ and $C_{31}=1/\sqrt{24}$ the two integrals are

$$\frac{4\cdot 6}{\sqrt6}=4\sqrt6,\qquad -\frac{24}{\sqrt{24}}=-\sqrt{24}.$$

The gradient is simpler still. From $\partial_z e^{-\kappa r}=-\kappa\cos\theta\,e^{-\kappa r}$ no extra power of $r$ arises, so the factor $x$ in the integral is replaced by a constant, and only $n'=2$ survives.

Two facts make this work: the exponentials combine to the Laguerre weight, and what remains is a polynomial of low degree. For general $n$ and $l$ the result is five bands for $r\cos\theta$ and two for the gradient.

### Basis and conventions

For integers $l\ge0$ and $n\ge l+1$ define

$$S_{nl}(r)=C_{nl}\,x^{l+1}e^{-x/2}L^{2l+1}_{n-l-1}(x),\qquad C_{nl}=\sqrt{\frac{(n-l-1)!}{(n+l)!}} .$$

The same $\kappa$ is used for every $n$ and $l$. The basis functions in space are

$$\Phi_{nlm}(\mathbf r)=\frac{S_{nl}(r)}{r}\,Y_{lm}(\theta,\varphi),$$

with orthonormal spherical harmonics in the Condon–Shortley phase. All matrix elements are integrals over $d^3r$. The $S_{nl}$ are dimensionless, so an overlap has the unit of length and an element of $r\cos\theta$ has the unit of area. Physical expectation values follow after division by the squared norm.

The Laguerre polynomials are defined by the generating function

$$G^\alpha(x,t)=\sum_{k\ge0}t^kL_k^\alpha(x)=(1-t)^{-\alpha-1}\exp\!\Big(-\frac{xt}{1-t}\Big),$$

and $L_k^\alpha=0$ for $k<0$. It supplies every relation needed below.

*Orthogonality.* In the integral of $x^\alpha e^{-x}G^\alpha(x,t)G^\alpha(x,s)$ the total exponent is $-x$ times

$$1+\frac{t}{1-t}+\frac{s}{1-s}=\frac{1-ts}{(1-t)(1-s)} .$$

The integral is therefore $\alpha!\,(1-ts)^{-\alpha-1}$, because the prefactors cancel. Expanding in powers of $ts$ gives

$$\int_0^\infty x^\alpha e^{-x}L_k^\alpha L_{k'}^\alpha\,dx=\frac{(k+\alpha)!}{k!}\,\delta_{kk'} .$$

*Change of upper index.* Since $G^\alpha=(1-t)G^{\alpha+1}$,

$$L_k^\alpha=L_k^{\alpha+1}-L_{k-1}^{\alpha+1}.$$

*Derivative.* Since $\partial_xG^\alpha=-\frac{t}{1-t}G^\alpha=-tG^{\alpha+1}$,

$$\frac{dL_k^\alpha}{dx}=-L_{k-1}^{\alpha+1}.$$

*Multiplication by $x$.* Differentiating $\ln G^\alpha$ with respect to $t$ gives $(1-t)^2\partial_tG^\alpha=[(\alpha+1)(1-t)-x]G^\alpha$. The coefficient of $t^k$ is

$$(k+1)L_{k+1}^\alpha-2kL_k^\alpha+(k-1)L_{k-1}^\alpha=(\alpha+1)(L_k^\alpha-L_{k-1}^\alpha)-xL_k^\alpha,$$

and therefore

$$xL_k^\alpha=(2k+\alpha+1)L_k^\alpha-(k+1)L_{k+1}^\alpha-(k+\alpha)L_{k-1}^\alpha .$$

### Overlap

With $\alpha=2l+1$ and $k=n-l-1$, orthogonality reads

$$\int_0^\infty S_{n'l}S_{nl}\frac{dr}{r}=\delta_{n'n},$$

because $dr/r=dx/x$ and $(k+\alpha)!/k!=(n+l)!/(n-l-1)!=C_{nl}^{-2}$.

The ordinary overlap has one more power of $x$. Define

$$X^{(l)}_{n'n}=\int_0^\infty S_{n'l}S_{nl}\,dx .$$

The diagonal coefficient is $2k+\alpha+1=2n$. The element with $n'=n+1$ is $-(k+1)C_{nl}/C_{n+1,l}$, where $k+1=n-l$ and

$$\frac{C_{nl}}{C_{n+1,l}}=\sqrt{\frac{n+l+1}{n-l}} .$$

Hence

$$X^{(l)}_{nn}=2n,\qquad X^{(l)}_{n+1,n}=X^{(l)}_{n,n+1}=-\sqrt{(n-l)(n+l+1)},$$

and all other elements vanish. Since $dr=dx/(2\kappa)$, the overlap matrix is $O=X^{(l)}/(2\kappa)$ within each $l,m$ channel.

### Raising the angular momentum by one

The functions $S_{n',l+1}$ contain polynomials with upper index $2l+3$. Before orthogonality can be used, the index $2l+1$ in $S_{nl}$ must be raised by two. Applying the index relation twice gives

$$L_k^{2l+1}=L_k^{2l+2}-L_{k-1}^{2l+2}=L_k^{2l+3}-2L_{k-1}^{2l+3}+L_{k-2}^{2l+3}.$$

Consider first the integral without an additional power of $x$:

$$U_{n'n}=\int_0^\infty S_{n',l+1}S_{nl}\,dx=C_{n',l+1}C_{nl}\int_0^\infty x^{2l+3}e^{-x}L^{2l+3}_{n'-l-2}L^{2l+1}_{n-l-1}\,dx .$$

The exponent of $x$ is $(l+2)+(l+1)=2l+3$, which is the weight for the raised index. The polynomial degree on the left is $n'-l-2$. It equals $k$, $k-1$ or $k-2$ when $n'=n+1$, $n$ or $n-1$. In each case the norm integral is $C_{n',l+1}^{-2}$, so the element is $1$, $-2$ or $1$ times $C_{nl}/C_{n',l+1}$. The three ratios are

$$\frac{C_{nl}}{C_{n+1,l+1}}=\sqrt{\frac{(n-l-1)!}{(n+l)!}\frac{(n+l+2)!}{(n-l-1)!}}=\sqrt{(n+l+1)(n+l+2)},$$

$$\frac{C_{nl}}{C_{n,l+1}}=\sqrt{\frac{(n-l-1)!}{(n+l)!}\frac{(n+l+1)!}{(n-l-2)!}}=\sqrt{(n-l-1)(n+l+1)},$$

$$\frac{C_{nl}}{C_{n-1,l+1}}=\sqrt{\frac{(n-l-1)!}{(n+l)!}\frac{(n+l)!}{(n-l-3)!}}=\sqrt{(n-l-1)(n-l-2)} .$$

With the abbreviations

$$p=\sqrt{(n+l+1)(n+l+2)},\qquad q=\sqrt{(n-l-1)(n-l-2)},$$

the nonzero elements are

$$U_{n+1,n}=p,\qquad U_{nn}=-2\sqrt{(n-l-1)(n+l+1)},\qquad U_{n-1,n}=q .$$

Elements with $n'<l+2$ do not exist, because there is no such function $S_{n',l+1}$.

### The five bands of the position

The radial integral needed for $r\cos\theta$ is

$$\int_0^\infty S_{n',l+1}\,r\,S_{nl}\,dr=\frac{V_{n'n}}{4\kappa^2},\qquad V_{n'n}=\int_0^\infty x\,S_{n',l+1}S_{nl}\,dx .$$

One factor $1/(2\kappa)$ comes from $r$ and one from $dr$. The derivation of $U$ is equivalent to the expansion $S_{nl}=x^{-1}\sum_jU_{jn}S_{j,l+1}$, a finite sum of at most three terms. Inserting it gives

$$V_{n'n}=\sum_jU_{jn}\int_0^\infty S_{n',l+1}S_{j,l+1}\,dx=\sum_jX^{(l+1)}_{n'j}U_{jn}.$$

A tridiagonal matrix times three bands gives five bands. In $X^{(l+1)}$ the off-diagonal element is $X^{(l+1)}_{j+1,j}=-\sqrt{(j-l-1)(j+l+2)}$.

For $n'=n+2$ only $j=n+1$ contributes:

$$V_{n+2,n}=-p\sqrt{(n-l)(n+l+3)} .$$

For $n'=n+1$ the terms $j=n+1$ and $j=n$ contribute:

$$V_{n+1,n}=2(n+1)p+2\sqrt{(n-l-1)(n+l+2)}\sqrt{(n-l-1)(n+l+1)} .$$

The second term equals $2(n-l-1)p$, and the sum is

$$V_{n+1,n}=2(2n-l)\,p .$$

For $n'=n$ there are three terms. Put $s=\sqrt{(n-l-1)(n+l+1)}$. The term $j=n+1$ is

$$-\sqrt{(n-l-1)(n+l+2)}\;p=-(n+l+2)s,$$

the term $j=n$ is $2n(-2s)=-4ns$, and the term $j=n-1$ is

$$-\sqrt{(n-l-2)(n+l+1)}\;q=-(n-l-2)s .$$

Their sum is

$$V_{nn}=-6n\sqrt{(n-l-1)(n+l+1)} .$$

For $n'=n-1$ the terms $j=n$ and $j=n-1$ give

$$V_{n-1,n}=2\sqrt{(n-l-2)(n+l+1)}\;s+2(n-1)q .$$

The first term is $2(n+l+1)q$, and hence

$$V_{n-1,n}=2(2n+l)\,q .$$

For $n'=n-2$ only $j=n-1$ contributes:

$$V_{n-2,n}=-q\sqrt{(n-l-3)(n+l)} .$$

An implementation should return zero for $n'<l+2$ before it evaluates a root. The last radicand can be negative for elements that are absent from the basis.

For $n\gg l$ the five elements approach $n^2(-1,4,-6,4,-1)$. These are the coefficients of a fourth difference with reversed sign. Large entries therefore cancel strongly when $V$ acts on coefficients that vary slowly with $n$, and the size of one entry is no measure of the coupling.

### The two bands of the gradient

The radial part of $\partial_z$ from $l$ to $l+1$ will be shown in the second half to be

$$D_{n'n}=\int_0^\infty S_{n',l+1}\Big(\frac{d}{dr}-\frac{l+1}{r}\Big)S_{nl}\,dr .$$

This is dimensionless: the factor $2\kappa$ from the operator cancels the one from $dr$. In the variable $x$ the derivative of $x^{l+1}$ cancels the term $(l+1)/x$, and

$$\Big(\frac{d}{dx}-\frac{l+1}{x}\Big)S_{nl}=C_{nl}\,x^{l+1}e^{-x/2}\Big(\frac{dL_k^{2l+1}}{dx}-\frac12L_k^{2l+1}\Big).$$

The derivative relation and one index change give

$$-L_{k-1}^{2l+2}-\frac12\big(L_k^{2l+2}-L_{k-1}^{2l+2}\big)=-\frac12\big(L_k^{2l+2}+L_{k-1}^{2l+2}\big).$$

A second index change turns the bracket into

$$L_k^{2l+3}-L_{k-1}^{2l+3}+L_{k-1}^{2l+3}-L_{k-2}^{2l+3}=L_k^{2l+3}-L_{k-2}^{2l+3}.$$

The middle term has cancelled. The remaining integrals are those already found for $U$, with coefficients $-\frac12$ and $+\frac12$:

$$D_{n+1,n}=-\frac p2,\qquad D_{n-1,n}=+\frac q2,$$

and all other elements vanish.

As a numerical instance, take $l=1$ and $n=5$. Then $p=\sqrt{7\cdot8}=\sqrt{56}$ and $q=\sqrt{3\cdot2}=\sqrt6$, so that

- $n'=7$: $V=-6\sqrt{56}=-44.8999$;
- $n'=6$: $V=18\sqrt{56}=134.6997$ and $D=-\sqrt{56}/2=-3.7417$;
- $n'=5$: $V=-30\sqrt{21}=-137.4773$;
- $n'=4$: $V=22\sqrt6=53.8888$ and $D=\sqrt6/2=1.2247$;
- $n'=3$: $V=-\sqrt6\,\sqrt6=-6$.

The formulas for $X$, $U$, $V$ and $D$ were tested against radial integrals evaluated in rational arithmetic for $l=0$ to $3$. The tested pairs include elements outside the bands.

The common exponent is essential to this derivation. If the two channels had exponents $\kappa$ and $\kappa'$, the product of exponentials would be $e^{-(\kappa+\kappa')r}$, while the polynomials would have the arguments $2\kappa r$ and $2\kappa'r$. The orthogonality relation that cuts off the sums would then not apply.

## Second half: angular factors, field matrices and hydrogen

### Symbols and results carried over

The basis functions are $\Phi_{nlm}=S_{nl}Y_{lm}/r$, with one exponent $\kappa$ and $x=2\kappa r$. They satisfy $\int S_{n'l}S_{nl}\,dr/r=\delta_{n'n}$, and their overlap is $O=X^{(l)}/(2\kappa)$ with

$$X^{(l)}_{nn}=2n,\qquad X^{(l)}_{n+1,n}=-\sqrt{(n-l)(n+l+1)} .$$

For $l\to l+1$, $U$ is the integral of $S_{n',l+1}S_{nl}$ over $x$, and $V$ is the same integral with an extra factor $x$. $V$ has five bands, $|n'-n|\le2$. The radial gradient matrix $D$ has the elements $D_{n+1,n}=-p/2$ and $D_{n-1,n}=q/2$, where $p=\sqrt{(n+l+1)(n+l+2)}$ and $q=\sqrt{(n-l-1)(n-l-2)}$.

### Angular factors

Let $u=\cos\theta$. For $m\ge0$ the harmonic $Y_{lm}$ is $e^{im\varphi}(1-u^2)^{m/2}$ times a polynomial in $u$ of degree $l-m$ and definite parity. Up to the sign $(-1)^m$, its leading coefficient is

$$b_{lm}=\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}}\;\frac{(2l)!}{2^l\,l!\,(l-m)!} .$$

Multiplication by $u$ raises the degree by one, so no harmonic above $l+1$ occurs. Since $u$ is real, its matrix is Hermitian, and no harmonic below $l-1$ occurs either. Parity excludes $l$ itself. The coefficient of $Y_{l+1,m}$ is fixed by the highest power:

$$A_{lm}=\frac{b_{lm}}{b_{l+1,m}}=\frac{l+1-m}{2l+1}\sqrt{\frac{2l+1}{2l+3}\,\frac{l+1+m}{l+1-m}}=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}} .$$

Complex conjugation gives the same value for $-m$. The position element is therefore

$$\langle n',l+1,m|r\cos\theta|nlm\rangle=A_{lm}\frac{V_{n'n}}{4\kappa^2}.$$

For the gradient let $\hat{\mathbf n}=\mathbf r/r$ and let $\nabla_\Omega$ be the gradient on the unit sphere. For a radial function $R$,

$$\nabla(RY_{lm})=R'\,\hat{\mathbf n}Y_{lm}+\frac Rr\nabla_\Omega Y_{lm}.$$

To find the last term, apply the product rule to $n_jY_{lm}$. The tangential gradient of $n_j$ is $\mathbf e_j-n_j\hat{\mathbf n}$, and its product with the tangential vector $\nabla_\Omega Y_{lm}$ is the component $(\nabla_\Omega Y_{lm})_j$. Also $\nabla_\Omega^2n_j=-2n_j$, because $n_j$ has angular momentum one. Hence

$$\nabla_\Omega^2(n_jY_{lm})=-l(l+1)n_jY_{lm}-2n_jY_{lm}+2(\nabla_\Omega Y_{lm})_j .$$

In the $l+1$ part the left side is $-(l+1)(l+2)$ times the part of $n_jY_{lm}$. Solving for the last term gives the factor

$$\tfrac12[-(l+1)(l+2)+l(l+1)+2]=-l .$$

In the $l-1$ part the factor is $\frac12[-l(l-1)+l(l+1)+2]=l+1$. The radial operators acting on $R$ are thus $d/dr-l/r$ upward and $d/dr+(l+1)/r$ downward. With $R=S_{nl}/r$, differentiating $1/r$ gives

$$\Big(\frac d{dr}-\frac lr\Big)\frac{S_{nl}}r=\frac1r\Big(\frac d{dr}-\frac{l+1}r\Big)S_{nl},$$

which is the operator used to define $D$. Therefore

$$\langle n',l+1,m|\partial_z|nlm\rangle=A_{lm}D_{n'n}.$$

The same radial matrices serve the other components. For $x\pm iy$, now meaning Cartesian coordinates, and for $\partial_x\pm i\partial_y$, replace $A_{lm}$ by

$$\langle l+1,m\pm1|n_x\pm in_y|lm\rangle=\mp\sqrt{\frac{(l\pm m+1)(l\pm m+2)}{(2l+1)(2l+3)}} .$$

The same comparison of highest powers proves this. For the upper sign and $m\ge0$, the ratio of leading coefficients gives the root, and the change from $(-1)^m$ to $(-1)^{m+1}$ gives the minus sign. For the lower sign and $m\ge1$, the product contains $(1-u^2)^{m/2+1/2}=(1-u^2)^{(m-1)/2}(1-u^2)$. The sign of $-u^2$ cancels the phase change, so the result is positive. The other values of $m$ follow from $Y_{l,-m}=(-1)^mY_{lm}^*$. Quadrature in three dimensions, with numerical derivatives, tested all three components for several states.

### Downward elements and a second derivation

The position is real and symmetric, so its element from $l+1$ to $l$ is the transpose. For the gradient, the downward radial operator on $S_{n',l+1}$ is $d/dr+(l+1)/r$. Integration by parts gives

$$\int_0^\infty S_{nl}\Big(\frac d{dr}+\frac{l+1}r\Big)S_{n',l+1}\,dr=-D_{n'n}.$$

The boundary term vanishes because the functions are zero at the origin and decay at infinity. In the real $m=0$ basis $\partial_z$ is therefore an antisymmetric matrix.

The absence of a middle band in $D$ also follows from a commutator. For this we need the differential equation of $S_{nl}$. The generating function satisfies

$$xG_{xx}+(\alpha+1-x)G_x+tG_t=0 .$$

Indeed, with $w=t/(1-t)$ the terms in $\alpha+1$ cancel, and the rest is $xG$ times $w^2+w-t/(1-t)^2=0$. Thus $xL''+(2l+2-x)L'+(n-l-1)L=0$ for the polynomial in $S_{nl}$. Differentiating $S_{nl}=C_{nl}x^{l+1}e^{-x/2}L$ twice and using this equation gives

$$\Big[-\frac{d^2}{dx^2}+\frac{l(l+1)}{x^2}\Big]S_{nl}=\Big(\frac nx-\frac14\Big)S_{nl}.$$

With electron mass $m_e$ and $T=-\hbar^2\nabla^2/(2m_e)$, this means

$$T\Phi_{nlm}=\frac{\hbar^2}{2m_e}\Big(\frac{2\kappa n}r-\kappa^2\Big)\Phi_{nlm}.$$

Each function solves a Coulomb problem at the same energy $-\hbar^2\kappa^2/(2m_e)$, with the attraction adjusted to $n$. Let $T$ act to the left and to the right in the matrix element of $[T,z]$. The constants cancel, and the factor $1/r$ turns $z$ into $\cos\theta$:

$$\langle n',l+1,m|[T,z]|nlm\rangle=\frac{\hbar^2\kappa}{m_e}(n'-n)\,A_{lm}\frac{U_{n'n}}{2\kappa}.$$

Since $[T,z]=-(\hbar^2/m_e)\partial_z$,

$$D_{n'n}=-\frac{n'-n}2\,U_{n'n}.$$

The outer elements of $U$ reproduce $D$, and the middle one is multiplied by zero. No sum over intermediate functions was used. The identity must not be replaced by a product of truncated matrices, since multiplication by $z$ can lead out of a finite basis.

### The Stark matrix

Consider hydrogen with a fixed nucleus and an electron of charge $-e$, without relativity or spin. In a static field $F$ along $+z$ the potential energy is $+eFz$. The Sturmian equation and the orthogonality with weight $1/r$ give, within one channel,

$$(H_0)_{n'n}=\frac{\hbar^2\kappa}{m_e}\Big[\Big(n-\frac1{\kappa a_0}\Big)\delta_{n'n}-\frac{X^{(l)}_{n'n}}4\Big],\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}.$$

The Coulomb potential is diagonal because it contains precisely the weight $1/r$. The eigenvalue problem is

$$(H_0+eFZ)\,c=E\,O\,c ,$$

where $Z$ is the matrix of $z=r\cos\theta$. For computation, divide the equation by $\hbar^2\kappa/m_e$. With $E_\kappa=\hbar^2\kappa^2/m_e$, the overlap becomes $X/2$, the energy is measured in $E_\kappa$, and the field block becomes $(eF/\kappa E_\kappa)\,A_{lm}V/4$.

A row has at most three entries from its own $l$ and five from each neighbouring $l$, thus 13 in all.

A static field allows the electron to escape. A real finite basis gives real eigenvalues, which can follow the level shift in a weak field but contain no ionization width.

### The Floquet matrices

For a wave $F(t)=F_0\cos\omega t$ in the dipole approximation, write

$$\psi=e^{-i\varepsilon t/\hbar}\sum_Ne^{-iN\omega t}\phi_N .$$

In length gauge the interaction is $eF(t)z$. Equating equal frequencies gives

$$(H_0-N\hbar\omega)\phi_N+\frac{eF_0}2z(\phi_{N-1}+\phi_{N+1})=\varepsilon\phi_N .$$

In the matrix, $N\hbar\omega$ is multiplied by $O$. Each row has at most $3+2\cdot10=23$ entries.

In velocity gauge take $\mathcal A=-(F_0/\omega)\sin\omega t$, so that $F=-d\mathcal A/dt$. The substitution $\psi_{\rm length}=e^{ie\mathcal Az/\hbar}\psi_{\rm velocity}$ changes $p_z$ into $p_z+e\mathcal A$. Its time derivative adds $e\dot{\mathcal A}z=-eFz$, which removes the length coupling. The linear interaction is

$$\frac{e}{m_e}\,\mathcal Ap_z=g\,(e^{i\omega t}-e^{-i\omega t})\,\partial_z,\qquad g=\frac{e\hbar F_0}{2m_e\omega}.$$

The block from $N+1$ to $N$ is $+g\partial_z$, and the block from $N-1$ to $N$ is $-g\partial_z$. Transposition exchanges the two blocks and reverses the sign of $\partial_z$, so the whole matrix is real and symmetric. Two bands up and two down in each neighbouring photon block give at most $3+2\cdot4=11$ entries per row.

The remaining term is

$$\frac{e^2\mathcal A^2}{2m_e}=U_p(1-\cos2\omega t),\qquad U_p=\frac{e^2F_0^2}{4m_e\omega^2}.$$

Its oscillating part is removed by a periodic phase. Its mean $U_p$ must be added to the quasienergy of the matrix with the linear coupling alone. Both gauge factors are periodic, so the full quasienergies agree, apart from the usual freedom to add multiples of $\hbar\omega$. Truncation in $n$, $l$ or $N$ can spoil this agreement, so comparing the two gauges is a useful check of the basis.

### Hydrogen in static and oscillating fields

*The $n=2$ level.* Choose $\kappa=1/(2a_0)$, for which $S_{20}$ and $S_{21}$ are proportional to the 2s and 2p functions. Here $V_{22}=-12\sqrt3$ and $A_{00}=1/\sqrt3$, so the unnormalized element is $-3/\kappa^2$. Both squared norms are $2/\kappa$. The normalized element is therefore $-3/(2\kappa)=-3a_0=-1.58753\times10^{-10}$ m. In first order the degenerate pair splits by $\pm3ea_0F$.

*Static polarizability.* Choose $\kappa=1/a_0$. The ground state is then $\Phi_{100}$, with $E_1=-\hbar^2\kappa^2/(2m_e)$. In $H_0-E_1O$ the terms with $X$ cancel, leaving

$$(H_0-E_1O)_{n'n}=\frac{\hbar^2\kappa}{m_e}(n-1)\,\delta_{n'n}.$$

The field couples $\Phi_{100}$ to $n'=2$ and $3$ alone, as in the opening example. These two functions suffice even without truncation: $x^3e^{-x/2}$, which is the source multiplied by $r$, is a combination of $S_{21}$ and $S_{31}$. The first-order coefficients are $-eFZ_{n'1}$ divided by the diagonal elements. The squared norm of the ground state is $1/\kappa$, so

$$E^{(2)}=-\frac{m_ee^2F^2}{\hbar^2}\sum_{n'=2,3}\frac{Z_{n'1}^2}{n'-1}=-\frac12\alpha F^2 .$$

With $Z_{n'1}=A_{00}V_{n'1}a_0^2/4$ and $V_{21}^2=96$, $V_{31}^2=24$,

$$\frac{\alpha}{4\pi\varepsilon_0a_0^3}=2\Big(\frac{96}{48}+\frac{24}{48\cdot2}\Big)=4+0.5=4.5 .$$

In SI units $\alpha=7.4195\times10^{-41}$ C m²/V. The digits of this and the other SI values belong to the fixed-nucleus model and serve to compare methods. For real hydrogen the reduced mass alone enlarges $a_0$ by the fraction $m_e/m_p\approx5\times10^{-4}$, and $\alpha\propto a_0^3$ by about three times that. A direct solution of the first-order differential equation confirms the fixed-nucleus value 4.5.

*Static shift.* At $F=10^9$ V/m the quadratic shift is $-231.544$ µeV. The Stark matrix, with 16 radial functions for each $l\le4$, gives $-231.566$ µeV. The difference of $-0.022$ µeV comes from higher powers of the field. The exponents $\kappa a_0=1.0$ and $0.8$ give the same shift to the printed digits, so with this basis the result does not rest on the special choice $\kappa=1/a_0$. An exponent far from $1/a_0$ needs more radial functions for the same accuracy.

*Oscillating field.* Use the peak field $F_0=10^9$ V/m, $\hbar\omega=2.5$ eV and $N=-3$ to $3$. Length gauge gives a shift of $-121.891$ µeV. The velocity matrix gives $-3169.877$ µeV, and adding $U_p=3047.986$ µeV yields $-121.891$ µeV as well. Without $U_p$ the velocity result would be wrong by a factor of about 26.

For weak fields, second-order elimination of the blocks $N=\pm1$ gives $-\alpha(\omega)F_0^2/4$, with

$$\alpha(\omega)=e^2\sum_{\pm}\langle1s|z(H_0-E_1\pm\hbar\omega)^{-1}z|1s\rangle .$$

A radial grid calculation gives $\alpha(\omega)=4.7374$ in units of $4\pi\varepsilon_0a_0^3$. Scaling half the static quadratic shift, $-115.772$ µeV, by $4.7374/4.5$ gives $-121.880$ µeV. This agrees with the Floquet value to about one part in $10^4$. The second-order formula omits higher powers of $F_0$, which are the probable source of the difference, although their size was not computed separately.

Three photons carry 7.5 eV, less than the binding energy $|E_1|=\hbar^2/(2m_ea_0^2)$, about 14 eV, needed for ionization. The retained blocks thus describe the shift below threshold. Ionization by six or more photons is outside this calculation. The numerical output below lists the values in full.

## Values computed for the example and the checks

```
Radial pairs checked exactly: 252
Sample bands for l = 1, n = 5 (dimensionless):
  n' = 7: V = -44.8999, D = 0.0000
  n' = 6: V = 134.6997, D = -3.7417
  n' = 5: V = -137.4773, D = 0.0000
  n' = 4: V = 53.8888, D = 1.2247
  n' = 3: V = -6.0000, D = 0.0000
Bohr radius a0 = 5.291772e-11 m
2s-2p element of z = -3.000000 a0 = -1.58753e-10 m
V(2,1), V(3,1) for l = 0: 9.797959, -4.898979
Polarizability terms n'=2, 3: 4.000000, 0.500000 (4 pi eps0 a0^3)
Static polarizability = 4.500000 (4 pi eps0 a0^3)
  = 7.41950e-41 C m^2/V
Same from finite fields = 4.499999 (4 pi eps0 a0^3)
Field (static, and peak of wave) = 1.0e+09 V/m
Radial functions per l = 16, largest l = 4
Stark shift, kappa a0 = 1.0: -231.5659 micro-eV
Stark shift, kappa a0 = 0.8: -231.5659 micro-eV
Quadratic part of shift: -231.5443 micro-eV
Photon energy = 2.50 eV
Photon blocks: N = -3 to 3
Floquet shift, length: -121.8912 micro-eV
Velocity, without A^2: -3169.8769 micro-eV
A^2 mean energy: 3047.9857 micro-eV
Floquet shift, velocity: -121.8912 micro-eV
Grid dynamic polarizability = 4.73739 (4 pi eps0 a0^3)
Second-order shift from grid: -121.8796 micro-eV
Matrix sizes: Stark 80, Floquet 560
Most entries in a row: Stark 13, Floquet length 23, Floquet velocity 11
```
